# Dipolar anisotropy of a magnetic film with sinusoidal roughness: a numerical check

```python
"""
Result under test: a uniformly magnetized film with upper face h = a cos(qx),
flat lower face and mean thickness t has magnetostatic energy per area
  E = (mu0 M^2/2) [ t mz^2 + (q a^2/4)(mx^2 - mz^2) ]   for q a << 1,
so roughness favors the normal by (3/16) mu0 M^2 q a^2 against the
in-plane average.
Symbols: M magnetization, (mx, my, mz) its direction, q wavevector,
a amplitude, A exchange stiffness, Ks interface anisotropy per area.
Scaled work uses lengths in 1/q and areal energies in mu0 M^2/q.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

PI = np.pi


def green(dx, dz):
    """Potential of a 2*pi-periodic row of unit line charges."""
    return -np.log(4 * (np.sinh(dz / 2)**2 + np.sin(dx / 2)**2)) / (4 * PI)


def charges(x, mx, mz, top, t, bottom=0.0, phase=0.0, k=1):
    """Positions and charge per projected length of both faces."""
    z_top = top * np.cos(k * x)
    s_top = mz + mx * top * k * np.sin(k * x)
    z_bot = -t + bottom * np.cos(k * x + phase)
    s_bot = -(mz + mx * bottom * k * np.sin(k * x + phase))
    return (np.concatenate([x, x]), np.concatenate([z_top, z_bot]),
            np.concatenate([s_top, s_bot]))


def direct_energy(mx, mz, top, t, **shape):
    """Coulomb double integral over all charges. Interleaved grids avoid the
    logarithmic singularity; extrapolation removes the 1/n error."""
    values = []
    for n in (200, 400):
        x = 2 * PI * np.arange(n) / n
        x1, z1, s1 = charges(x, mx, mz, top, t, **shape)
        x2, z2, s2 = charges(x + PI / n, mx, mz, top, t, **shape)
        g = green(x1[:, None] - x2[None, :], z1[:, None] - z2[None, :])
        values.append(PI * (s1 @ g @ s2) / n**2)
    return 2 * values[1] - values[0]


# Green function against an explicit sum over periodic images
m = np.arange(-100000, 100001)
images = -np.sum(np.log((1 - 2 * PI * m)**2 + 0.3**2)
                 - np.log((2 - 2 * PI * m)**2 + 0.7**2)) / (4 * PI)
assert abs(images - (green(1.0, 0.3) - green(2.0, 0.7))) < 1e-5

# In-plane energy: amplitude law, next order, and linear wavevector law
for amp in (0.05, 0.1):
    ratio = direct_energy(1, 0, amp, 1.5) / (amp**2 / 8)
    assert abs(ratio - (1 - amp**2 / 4)) < amp**4 + 1e-6
amp = 0.02
ratio = direct_energy(1, 0, amp, 1.5, k=3) / (3 * amp**2 / 8)
assert abs(ratio - (1 - (3 * amp)**2 / 4)) < 1e-4

# Sum rule and absence of a cross term at large amplitude
ex, ez = direct_energy(1, 0, 0.3, 1.1), direct_energy(0, 1, 0.3, 1.1)
sum_rule_error = abs(ex + ez - 1.1 / 2)
assert sum_rule_error < 1e-6
assert abs(direct_energy(0.6, 0.8, 0.3, 1.1)
           - 0.36 * ex - 0.64 * ez) < 1e-6

# Two rough faces with a phase difference
a1, a2, delta, gap = 0.010, 0.008, 0.8, 0.9
two = (a1**2 + a2**2 - 2 * a1 * a2 * np.cos(delta) * np.exp(-gap)) / 8
both = direct_energy(1, 0, a1, gap, bottom=a2, phase=delta)
assert abs(both / two - 1) < 1e-3


def potential(x0, z0, mx, mz, top, t):
    n = 400
    x, z, s = charges(2 * PI * np.arange(n) / n, mx, mz, top, t)
    return 2 * PI / n * np.sum(s * green(x0 - x, z0 - z))


# Transverse stray fields inside, for in-plane and normal magnetization
amp, step = 1e-3, 1e-4
expected = -amp / 2 * np.sin(1.0) * np.exp(-0.5)
hz = -(potential(1, -0.5 + step, 1, 0, amp, 1.5)
       - potential(1, -0.5 - step, 1, 0, amp, 1.5)) / (2 * step)
hx = -(potential(1 + step, -0.5, 0, 1, amp, 1.5)
       - potential(1 - step, -0.5, 0, 1, amp, 1.5)) / (2 * step)
assert abs(hz / expected - 1) < 5e-3 and abs(hx / expected - 1) < 5e-3


def relaxation_fraction(s, ql):
    """Exchange-only energy gain divided by the in-plane roughness energy."""
    u = np.exp(-2 * s)
    return (3 * (1 - u) + 4 * s**2 * u / (1 - u)) / (16 * ql**2)


def relaxation_numeric(s, ql, n=400):
    """Finite-difference tilt with free faces. Tilt amplitude f obeys
    f - f'' = H/(ql)^2 with H = (amp/2) exp(z); gain = (1/4) int H f dz."""
    dz = s / n
    z = -s + (np.arange(n) + 0.5) * dz
    lap = (np.diag(-2 * np.ones(n)) + np.diag(np.ones(n - 1), 1)
           + np.diag(np.ones(n - 1), -1))
    lap[0, 0] = lap[-1, -1] = -1
    field = 0.5 * np.exp(z)
    tilt = np.linalg.solve(np.eye(n) - lap / dz**2, field / ql**2)
    return 0.25 * np.sum(field * tilt) * dz / (1 / 8)


for s in (0.5, 1.0, 4.0):
    assert abs(relaxation_numeric(s, 3.0)
               / relaxation_fraction(s, 3.0) - 1) < 1e-3


def normal_tilt_loss(qa):
    """Fractional loss of in-plane-averaged interface anisotropy."""
    slope = qa * np.sin(2 * PI * np.arange(400) / 400)
    area = np.sqrt(1 + slope**2)
    return 1 - np.mean(1 / area) + 0.5 * np.mean(slope**2 / area)


assert abs(normal_tilt_loss(0.05) / (0.05**2 / 2) - 1) < 5e-3


def terrace_energy(d, x1):
    """In-plane energy of levels +d, 0, -d with walls at x1, pi-x1, ..."""
    walls = [(x1, 0, 1), (PI - x1, -d, 1), (PI + x1, -d, -1),
             (2 * PI - x1, 0, -1)]
    total = 0.0
    for xa, za, sa in walls:
        for xb, zb, sb in walls:
            def weighted(v):
                return (d - abs(v)) * green(xa - xb, za - zb + v)
            total += sa * sb * (quad(weighted, -d, 0)[0]
                                + quad(weighted, 0, d)[0])
    return total / (4 * PI)


# Terraces: wall charges (in-plane) against terrace charges (normal state)
d_test, x_test, parts = 0.12, PI / 3, []
for n in (600, 1200):
    xa = 2 * PI * (np.arange(n) + 0.25) / n
    xb = 2 * PI * (np.arange(n) + 0.75) / n
    za, zb = [d_test * ((np.cos(x) > 0.5) * 1.0 - (np.cos(x) < -0.5) * 1.0)
              for x in (xa, xb)]
    parts.append(PI * np.mean(green(xa[:, None] - xb, za[:, None] - zb)))
normal_change = 2 * parts[1] - parts[0]
assert abs(-normal_change / terrace_energy(d_test, x_test) - 1) < 0.01

# Worked example: thin hcp-Co film, rough typical material values
M = 1400e3            # A/m
A = 0.17              # eV/nm
Ks = 6.0              # meV/nm^2
layer = 0.20          # nm, atomic layer spacing
t, period, a = 1.5, 10.0, 0.25   # nm
q = 2 * PI / period
qa, qt = q * a, q * t

# Energy density mu0 M^2 from atomic units, checked against SI
a0 = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy in eV"][0]
mu_b = const.physical_constants["Bohr magneton"][0]
M_au = M * a0**3 / (2 * mu_b)
density = (4 * PI * const.fine_structure**2 * M_au**2
           * hartree * 1e3 / (a0 * 1e9)**3)      # meV/nm^3
density_si = const.mu_0 * M**2 / const.e * 1e3 * 1e-27
assert abs(density / density_si - 1) < 1e-6
to_mj = const.e * 1e18                            # meV/nm^2 to mJ/m^2

flat = density * t / 2
e_x = density * q * a**2 / 8
gain = 3 * density * q * a**2 / 16
dx = direct_energy(1, 0, qa, qt) * density / q
dz = direct_energy(0, 1, qa, qt) * density / q
gain_direct = flat - (dz - dx / 2)
assert abs(gain_direct / gain - (1 - qa**2 / 4)) < 1e-3

l_ex = np.sqrt(2 * A * 1e3 / density)
relax = relaxation_fraction(qt, q * l_ex)
loss = Ks * normal_tilt_loss(qa)
q_cross = 3 * density / (8 * Ks)
small = 0.02
balance = (1.5 * direct_energy(1, 0, small, 1.5) * density / q_cross
           / (Ks * normal_tilt_loss(small)))
assert abs(balance - 1) < 2e-3
assert 0.5 < a / layer < 1.5     # three terrace levels
terrace = terrace_energy(q * layer, np.arccos(layer / (2 * a))) / (qa**2 / 8)
conformal = direct_energy(1, 0, qa, qt, bottom=qa) * density / q / e_x
conformal_formula = 2 * (1 - np.exp(-qt))
assert abs(conformal / conformal_formula - 1) < 0.03

print(f"Magnetization (rough, Co): {M/1e3:.0f} kA/m")
print(f"Magnetization in atomic units: {M_au:.5f}")
print(f"Exchange stiffness (rough): {A:.2f} eV/nm")
print(f"Interface anisotropy Ks (rough): {Ks:.1f} meV/nm^2")
print(f"Atomic layer spacing (rough): {layer:.2f} nm")
print(f"Mean thickness t: {t:.2f} nm")
print(f"Roughness period: {period:.1f} nm")
print(f"Roughness amplitude a: {a:.2f} nm")
print(f"Wavevector q: {q:.4f} 1/nm")
print(f"q a: {qa:.4f} (no unit)")
print(f"q t: {qt:.4f} (no unit)")
print(f"mu0 M^2: {density:.3f} meV/nm^3")
print(f"Flat-film shape penalty: {flat:.3f} meV/nm^2")
print(f"Flat-film shape penalty: {flat*to_mj:.3f} mJ/m^2")
print(f"Roughness energy, m along x, formula: {e_x:.5f} meV/nm^2")
print(f"Roughness energy, m along x, direct: {dx:.5f} meV/nm^2")
print(f"Normal-state energy, direct: {dz:.5f} meV/nm^2")
print(f"Normal-state energy, formula: {flat-e_x:.5f} meV/nm^2")
print(f"Perpendicular gain against x: {2*e_x:.5f} meV/nm^2")
print(f"Perpendicular gain against y: {e_x:.5f} meV/nm^2")
print(f"Gain against in-plane average, formula: {gain:.5f} meV/nm^2")
print(f"Gain against in-plane average, direct: {gain_direct:.5f} meV/nm^2")
print(f"Gain against in-plane average: {gain*to_mj:.5f} mJ/m^2")
print(f"Gain / flat shape penalty: {100*gain/flat:.3f} percent")
print(f"Sum-rule error at qa=0.3, qt=1.1: {sum_rule_error:.1e} mu0M^2/q")
print(f"Finite-amplitude reduction (qa)^2/4: {100*qa**2/4:.3f} percent")
print(f"Exchange length l: {l_ex:.3f} nm")
print(f"q l: {q*l_ex:.3f} (no unit)")
print(f"Exchange relaxation / E_x: {100*relax:.2f} percent")
print(f"Interface-anisotropy loss by tilt: {loss:.5f} meV/nm^2")
print(f"Dipolar gain minus this loss: {gain-loss:.5f} meV/nm^2")
print(f"Period where gain equals loss: {2*PI/q_cross:.2f} nm")
print(f"Terraced / sinusoidal roughness energy: {terrace:.3f} (ratio)")
print(f"Identical rough faces / one, direct: {conformal:.3f} (ratio)")
print(f"Identical rough faces / one, formula: {conformal_formula:.3f} (ratio)")
print("PASS")
```

It prints:

```
Magnetization (rough, Co): 1400 kA/m
Magnetization in atomic units: 0.01118
Exchange stiffness (rough): 0.17 eV/nm
Interface anisotropy Ks (rough): 6.0 meV/nm^2
Atomic layer spacing (rough): 0.20 nm
Mean thickness t: 1.50 nm
Roughness period: 10.0 nm
Roughness amplitude a: 0.25 nm
Wavevector q: 0.6283 1/nm
q a: 0.1571 (no unit)
q t: 0.9425 (no unit)
mu0 M^2: 15.373 meV/nm^3
Flat-film shape penalty: 11.530 meV/nm^2
Flat-film shape penalty: 1.847 mJ/m^2
Roughness energy, m along x, formula: 0.07546 meV/nm^2
Roughness energy, m along x, direct: 0.07500 meV/nm^2
Normal-state energy, direct: 11.45467 meV/nm^2
Normal-state energy, formula: 11.45421 meV/nm^2
Perpendicular gain against x: 0.15092 meV/nm^2
Perpendicular gain against y: 0.07546 meV/nm^2
Gain against in-plane average, formula: 0.11319 meV/nm^2
Gain against in-plane average, direct: 0.11250 meV/nm^2
Gain against in-plane average: 0.01814 mJ/m^2
Gain / flat shape penalty: 0.982 percent
Sum-rule error at qa=0.3, qt=1.1: 1.9e-09 mu0M^2/q
Finite-amplitude reduction (qa)^2/4: 0.617 percent
Exchange length l: 4.703 nm
q l: 2.955 (no unit)
Exchange relaxation / E_x: 2.28 percent
Interface-anisotropy loss by tilt: 0.07318 meV/nm^2
Dipolar gain minus this loss: 0.04001 meV/nm^2
Period where gain equals loss: 6.54 nm
Terraced / sinusoidal roughness energy: 1.319 (ratio)
Identical rough faces / one, direct: 1.207 (ratio)
Identical rough faces / one, formula: 1.221 (ratio)
PASS
```
